Why Nonparabolicity Lowers Excited Quantum-Well Levels More Than the Ground Level

An electron held in a thin semiconductor layer can absorb an infrared photon and jump from one confined level to the next. If the electron had one fixed effective mass and the walls were impenetrable, the level energies would grow as n², and the gaps between successive levels would stand in the ratio 3 : 5 : 7. In a narrow-gap semiconductor the ladder is compressed even if the walls stay impenetrable: the upper levels fall well below these positions, while the lowest one is lowered by less. This compression comes from the conduction band itself, whose energy rises less steeply than k² away from its edge. Why should this affect the upper levels more?

Part of the answer is trivial. Raising a constant mass by 7 % lowers every level by the same fraction, and so lowers a high level by more millielectronvolts than a low one. The real question is why the fractional lowering also grows with n. A model with two bands and hard walls answers it in closed form.

**Two coupled bands**

Measure energy from the conduction-band edge, so that the valence-band edge lies at −E_g. Let the two bands be coupled by a matrix element Pk, with P real, where k is the wave number along the growth direction z. Motion in the plane of the layer, strain, remote bands and the free-electron kinetic energy are left out. For amplitudes c and v in the two bands, the bulk equations are

E c = Pk v

(E + E_g) v = Pk c.

In a layer the amplitudes become envelope functions and k becomes −i d/dz. Writing the valence envelope as iχ removes the imaginary units. The first equation acquires the factor (−i)(i) = 1, and in the second a common factor i cancels:

E ψ = P χ′

(E + E_g) χ = −P ψ′.

Here ψ is the conduction envelope and the prime means d/dz. For conduction states E > 0, so E + E_g is not zero and the second equation can be solved for χ:

χ = −P ψ′/(E + E_g).

Inside the well E_g and P do not depend on z. Differentiating χ and inserting it in the first equation gives

−[P²/(E + E_g)] ψ″ = E ψ.

For a wave of wave number k, ψ″ = −k²ψ, and therefore

E = P²k²/(E + E_g).

This equation contains the explanation. The conduction state is pushed upward by its coupling to the valence band below. The strength of the push is the squared coupling P²k² divided by an energy denominator, the distance E + E_g from the state to the valence edge. Near the band edge this distance is E_g, and the energy is P²k²/E_g, a parabola. The band-edge mass m is defined by matching that parabola to ħ²k²/(2m):

P² = ħ²E_g/(2m).

The parabola keeps the denominator at E_g for every k. In the two-band model the denominator grows as the state rises, so a given P²k² buys less energy. A higher state has moved further from the band that repels it, and it falls short of the parabola by a larger fraction.

The same statement can be made in terms of a mass. Substituting P² into the equation for ψ gives

−[ħ²/(2m(E))] ψ″ = E ψ,  m(E) = m(1 + E/E_g).

The factor 1 + E/E_g is the energy denominator divided by its band-edge value. The heavier mass is thus a restatement of the weaker repulsion, not a second effect.

**What a hard wall means for two components**

With one component, an infinite wall sets the wave function to zero. With two, the limit needs care. Let the conduction edge outside the well be raised to V, while the valence edge stays at −E_g. The first equation becomes (E − V)ψ = Pχ′ and the second is unchanged. Eliminating χ as before gives, outside the well,

ψ″ = κ²ψ,  κ² = (V − E)(E + E_g)/P².

The decaying solution penetrates a distance 1/κ, which tends to zero as V → ∞. Because the coupled equations are of first order with finite coefficients, ψ and χ are both continuous at the wall. Since χ is proportional to ψ′ with the same factor on both sides, ψ′ is continuous too. At the right-hand wall, decay outside requires ψ′ = −κψ, or ψ = −ψ′/κ. The slope of the normalized state stays finite while κ grows without limit, so ψ → 0 at the wall. The left-hand wall gives the same result with the opposite sign of slope.

The valence envelope does not vanish there, because it is proportional to ψ′. A wall that also confined the valence component would impose another boundary condition, and the formulas below would not carry over unchanged. The change is not small: if the valence edge outside drops as far as the conduction edge rises, the ground level of the 10 nm well treated below tends to 52.8 meV instead of 70.3 meV.

**The levels**

Put the walls at z = 0 and z = L. Inside, at a given energy, ψ obeys an equation with constant coefficients. The solution vanishing at z = 0 is ψ = A sin(kz), and vanishing at z = L requires

k_n = nπ/L,  n = 1, 2, 3, …

The mass does not appear in this condition. The wall fixes the wave number, and the band then converts wave number into energy. Define the parabolic level

ε_n = ħ²k_n²/(2m) = n²ε_1.

The level in the two-band model satisfies

E_n(1 + E_n/E_g) = ε_n.

Multiplying by E_g gives the quadratic equation E_n² + E_gE_n − E_gε_n = 0. Its negative root lies below −E_g and belongs to the valence band. The conduction level is the positive root:

E_n = (E_g/2)[√(1 + 4ε_n/E_g) − 1].

The lowering follows without expanding the root. Subtracting E_n from the level equation gives

Δ_n = ε_n − E_n = E_n²/E_g.

Dividing by ε_n = E_n(E_g + E_n)/E_g gives the fractional lowering

Δ_n/ε_n = E_n/(E_g + E_n) = 1 − E_g/(E_g + E_n).

The left side of the level equation increases with E_n for positive energies, and ε_n increases with n, so E_n increases with n. Both the absolute and the fractional lowering therefore increase with n at every value of E_g and L in this model.

**A well with numbers**

Take the round parameters m = 0.05 electron masses, E_g = 1000 meV and L = 10 nm. Then ħ²/(2m) = 762.0 meV nm² and k_1 = π/L = 0.31416 nm⁻¹, so

ε_1 = 762.0 × 0.31416² = 75.2 meV.

The ground level is

E_1 = 500 × [√(1 + 4 × 0.0752) − 1] = 70.3 meV.

For the third level, ε_3 = 9ε_1 = 676.9 meV and

E_3 = 500 × [√(1 + 4 × 0.67685) − 1] = 462.7 meV.

The first three levels compare as follows:

n = 1: parabolic 75.2 meV, two-band 70.3 meV, lowered by 6.6 %
n = 2: parabolic 300.8 meV, two-band 242.2 meV, lowered by 19.5 %
n = 3: parabolic 676.9 meV, two-band 462.7 meV, lowered by 31.6 %

The percentages are relative to the parabolic levels. Diagonalizing the pair of first-order equations on two grids and extrapolating to zero step, without eliminating χ or introducing m(E), reproduces the two-band levels to within one part in a million.

The spacing between the first two levels falls from 225.6 to 171.9 meV, and that between the second and third from 376.0 to 220.6 meV. The ratio of the second spacing to the first drops from 5/3 to about 1.28, which is the compression of the ladder described at the start.

**Separating a heavier mass from a growing mass**

To isolate the part of the lowering that any constant mass increase would produce, give every level the mass that belongs to the ground level, m(E_1) = 1.070 m. The levels become

ε_n/(1 + E_1/E_g) = n²ε_1/(1 + E_1/E_g) = n²E_1.

This ladder still follows n², and each level lies 6.6 % below its parabolic value. The whole lowering splits into two parts:

Δ_n = (ε_n − n²E_1) + (n²E_1 − E_n).

For n = 3 the frozen mass puts the level at 632.4 meV. The first part is 676.85 − 632.42 ≈ 44.4 meV, and the second is 632.42 − 462.73 ≈ 169.7 meV. Most of the lowering of the third level thus comes from the further growth of the mass between E_1 and E_3, where m(E_3) = 1.463 m. For the ground level the second part is zero by construction.

The frozen mass is the same thing as an energy denominator held at E_g + E_1. A numerical diagonalization with the denominator held there reproduces the levels n²E_1, whose fractional lowering is the same for every n. Letting the denominator follow each level's own energy is what makes the fraction grow.

**The valence part of the state**

The increasing distance from the valence band might suggest that the excited state contains less of it. The opposite is true. From ψ = A sin(kz),

χ = −[PkA/(E + E_g)] cos(kz).

Over the well, sin² and cos² both integrate to L/2 when k = nπ/L. The ratio of valence to conduction probability is therefore

P²k²/(E + E_g)² = E/(E + E_g),

where the last step uses P²k² = E(E + E_g). Dividing the valence probability by the sum of both gives the valence weight

w = [E/(E + E_g)]/[1 + E/(E + E_g)] = E/(2E + E_g).

It rises from 6.2 % for n = 1 to 24.0 % for n = 3. There is no contradiction: the coupling Pk grows with k, and it grows faster than the denominator. The mixing increases, while the energy gained per unit of squared coupling decreases.

**Weak and strong nonparabolicity**

How much faster does the lowering grow than the levels themselves? From Δ_n = E_n²/E_g,

Δ_n/Δ_1 = (E_n/E_1)².

The level ratio can be bounded. Let F(E) = E(E + E_g), which increases for E > 0. The level equation says F(E_n) = E_gε_n, so

F(E_n) = n²F(E_1) = n²E_1² + n²E_1E_g.

Compare this with two trial energies:

F(nE_1) = n²E_1² + nE_1E_g

F(n²E_1) = n⁴E_1² + n²E_1E_g.

For n > 1 the first is smaller than F(E_n) and the second is larger. Hence

n < E_n/E_1 < n²,  n² < Δ_n/Δ_1 < n⁴.

The upper end is approached when ε_n ≪ E_g. Write x = ε_n/E_g and y = E_n/E_g, so that y = x − y². To lowest order y = x. Inserting this on the right gives y = x − x², and inserting that gives y = x − (x − x²)² = x − x² + 2x³, up to terms of order x⁴. Therefore

Δ_n ≈ ε_n²/E_g − 2ε_n³/E_g².

The leading term grows as n⁴, because ε_n grows as n². The fractional lowering is then about ε_n/E_g and grows as n².

The lower end is approached when ε_n ≫ E_g. The quadratic term in the level equation dominates, and E_n ≈ √(E_gε_n) = Pk_n, which is linear in n. The fractional lowering of every level then tends to 1, so the fractions differ less and less, although their order is kept.

The ratio Δ_2/Δ_1 must therefore lie between 4 and 16. It is 15.9 in a well 100 nm wide, 11.9 at 10 nm and 4.8 at 1 nm. The last width illustrates the mathematics of the model and is not a prediction for a crystal, since its levels lie above the gap energy, where the omitted bands cannot be ignored.

The leading term alone is a poor guide in the 10 nm well. It gives 5.7 meV for n = 1, where the model gives 4.9 meV, but 458 meV for n = 3, where the model gives 214 meV. It is always too large here, because it replaces E_n² by the larger ε_n². Adding the next term does not rescue n = 3: the correction is −2 × 0.677³ × 1000 ≈ −620 meV, which makes the estimated lowering negative. The square root √(1 + 4x) has a branch point at x = −1/4, so its power series converges only for |x| ≤ 1/4. The second and third levels, with x = 0.30 and 0.68, lie outside that range, so the series diverges for them. For n = 2 the error of the partial sums shrinks from 32 meV to about 14 meV near the seventh order and then grows again; for n = 3 it grows from the first term on. The closed formula remains valid.

**Which mass belongs in the well**

A nonparabolic band has more than one effective mass. Differentiating E(1 + E/E_g) = ħ²k²/(2m) with respect to k gives

(1 + 2E/E_g) dE/dk = ħ²k/m.

With the group velocity u = (1/ħ) dE/dk, the ratio of crystal momentum to velocity is

ħk/u = m(1 + 2E/E_g).

This mass describes how fast a wave packet moves. The well equation needs the mass that relates the energy itself to k², and that is m(1 + E/E_g). The two differ because one depends on the slope of the band and the other on its height. Using the velocity mass in the well would put the third level at 383 meV instead of 463 meV, exaggerating the nonparabolic lowering.

**Where the model stops**

Real barriers are finite, and the wave leaks into them. This lowers the levels for a separate reason, not included in Δ_n, and it can compress the ladder too. With a constant mass m and a barrier of 0.5 eV, the 10 nm well has a ratio of second to first spacing of 1.50 instead of 5/3. A compressed ladder in a real layer is therefore not by itself a measure of nonparabolicity. Nor does Δ_n carry over to a finite barrier. With a conduction barrier of 0.5 eV and the valence edge kept level, the two-band levels lie 1.7, 21.1 and 70.8 meV below those of the constant mass m, far less than the hard-wall lowerings of about 5, 59 and 214 meV. If the parabolic comparison instead gives the barrier its own band-edge mass m(1 + V/E_g) = 1.5 m, with ψ′ divided by the mass continuous at the wall, the two-band ground level lies 2.0 meV above the parabolic one, while the second and third lie 9.8 and 59.4 meV below. In a finite well nonparabolicity can therefore raise the ground level. With the valence edge kept level and a conduction barrier of 10 eV, the two-band ground level is 63.7 meV instead of 70.3 meV. At 40 eV it is 66.9 meV, and at 160 eV it is 68.5 meV. (A grid with a step of 0.025 nm gives 68.6 meV in the last case, because the step is no longer small compared with the penetration length of 0.067 nm.) The shortfall roughly halves each time V is quadrupled, as expected from a penetration length proportional to 1/√V when V is large. These barriers are far higher than those of ordinary semiconductor layers; they show how slowly the hard-wall limit is reached.

The omitted free-electron term sets another scale. It equals ħ²k²/(2m_0) = (m/m_0)ε_n, with m_0 the electron mass. For the third level this is 0.05 × 677 ≈ 34 meV. Part of it is absorbed in the choice of m, but a term that stays parabolic at all k would change the curvature of the band. Remote bands contribute further terms. The numbers above are accurate solutions of the two-band model, and should not be read as millielectronvolt predictions for a particular material.

Within that model the reason for the unequal lowering is definite. The walls give an excited level a larger k, its larger energy takes it further from the valence edge, and the repulsion that produces the conduction-band energy becomes less effective for each unit of k².

Calculated quantities

```
band-edge mass = 0.050 electron masses
gap Eg = 1000.0 meV
well width L = 10.0 nm
hbar^2/(2m) = 762.00 meV nm^2
coupling P = 872.92 meV nm
n=1: wave number = 0.31416 1/nm
n=1: parabolic level = 75.21 meV
n=1: two-band level, formula = 70.27 meV
n=1: two-band level, grid = 70.27 meV
n=1: lowering = 4.94 meV, fraction = 6.57 %
n=1: leading-order lowering = 5.66 meV
n=1: m(E)/m = 1.0703, velocity mass/m = 1.1405
n=1: valence weight = 6.16 %
n=1: level with mass frozen at m(E_1) = 70.27 meV
n=1: further lowering below frozen mass = 0.00 meV
n=1: level if velocity mass is misused = 66.39 meV
n=2: wave number = 0.62832 1/nm
n=2: parabolic level = 300.82 meV
n=2: two-band level, formula = 242.18 meV
n=2: two-band level, grid = 242.18 meV
n=2: lowering = 58.65 meV, fraction = 19.50 %
n=2: leading-order lowering = 90.50 meV
n=2: m(E)/m = 1.2422, velocity mass/m = 1.4844
n=2: valence weight = 16.32 %
n=2: level with mass frozen at m(E_1) = 281.07 meV
n=2: further lowering below frozen mass = 38.90 meV
n=2: level if velocity mass is misused = 211.42 meV
n=3: wave number = 0.94248 1/nm
n=3: parabolic level = 676.85 meV
n=3: two-band level, formula = 462.73 meV
n=3: two-band level, grid = 462.73 meV
n=3: lowering = 214.12 meV, fraction = 31.63 %
n=3: leading-order lowering = 458.13 meV
n=3: m(E)/m = 1.4627, velocity mass/m = 1.9255
n=3: valence weight = 24.03 %
n=3: level with mass frozen at m(E_1) = 632.42 meV
n=3: further lowering below frozen mass = 169.68 meV
n=3: level if velocity mass is misused = 383.19 meV
E_2/E_1 = 3.4464, lowering ratio to n=1 = 11.878
E_3/E_1 = 6.5852, lowering ratio to n=1 = 43.365
L=100 nm: lowering ratio n=2 to n=1 = 15.928
L=10 nm: lowering ratio n=2 to n=1 = 11.878
L=1 nm: lowering ratio n=2 to n=1 = 4.792
barrier 10 eV: E_1 = 63.7 meV, E_3 = 431.7 meV, n=1 penetration = 0.269 nm
barrier 40 eV: E_1 = 66.9 meV, E_3 = 447.1 meV, n=1 penetration = 0.134 nm
barrier 160 eV: E_1 = 68.6 meV, E_3 = 455.0 meV, n=1 penetration = 0.067 nm
```
